\section*{When the order of two Deal-Grove oxidations changes the oxide thickness}

\section{Two extreme growth laws}

Take a bare flat surface and two ways of growing oxide on it. Under the first, the surface reaction sets the pace, and the thickness $x$ grows at a constant rate: one step adds a fixed thickness $L$, whatever is already there. Under the second, diffusion through the oxide sets the pace, the rate is proportional to $1/x$, and one step adds a fixed amount $M$ to $x^2$.

If the linear step comes first, the film reaches $L$ and then $\sqrt{L^2+M}$. If the parabolic step comes first, it reaches $\sqrt M$ and then $\sqrt M+L$. Both final thicknesses are positive, so their squares can be compared:
\begin{equation}
(\sqrt M+L)^2-(L^2+M)=2L\sqrt M>0 .
\end{equation}
The parabolic step should go first if the thicker film is wanted. The linear step loses nothing by waiting, because it adds $L$ to any film. The parabolic step does lose, because it must then work through oxide that is already present.

Two linear steps, in contrast, give $L_1+L_2$ in either order, and two parabolic steps give $\sqrt{M_1+M_2}$ in either order, even if one is much faster than the other. A difference in speed is therefore not enough to make the order matter. What has to differ is the way in which the rate depends on thickness.

\section{The law that joins the extremes}

Let $C^*$ be the oxidant concentration that the oxide would hold in equilibrium with the gas, $C_0$ the concentration just inside the outer surface, and $C_i$ that at the silicon. The flux $F$ passes in turn through the gas-side boundary, the oxide and the reaction:
\begin{equation}
F=h(C^*-C_0)=\frac{D(C_0-C_i)}{x}=kC_i .
\end{equation}
Here $h$ is the transfer coefficient, $D$ the diffusivity and $k$ the reaction rate constant. The three fluxes are equal if the oxidant profile adjusts quickly compared with the growth. Solving each expression for its concentration drop and adding the drops gives
\begin{equation}
C^*=F\left(\frac1h+\frac xD+\frac1k\right).
\end{equation}
If a unit volume of oxide takes up $N$ oxidant molecules, then $dx/dt=F/N$. Multiplying numerator and denominator by $2D$ yields the Deal-Grove law,
\begin{equation}
\frac{dx}{dt}=\frac{B}{A+2x},\qquad
A=2D\left(\frac1k+\frac1h\right),\qquad B=\frac{2DC^*}{N}.
\label{rate}
\end{equation}

For $2x\ll A$ the rate is the constant $B/A$; for $2x\gg A$ it is $B/(2x)$. These are the two extremes of the first section, and $A/2$ is the thickness at which the film resists the flux as much as the reaction and the gas boundary together.

From here on, condition $i$ has constants $A_i\ge0$, $B_i>0$ and acts for a time $t_i>0$. The starting thickness is $x_0\ge0$. The constants do not change within a step, do not depend on how the existing oxide was made, and nothing grows between the steps.

\section{What one step does}

Writing (\ref{rate}) as $(A+2x)\,dx=B\,dt$ and integrating from $x$ to $x'$ gives
\begin{equation}
x'^2+Ax'=x^2+Ax+Bt .
\label{step}
\end{equation}
Let $g=x'-x$ be the growth. Since $x'^2-x^2=g^2+2xg$, equation (\ref{step}) becomes
\begin{equation}
g^2+(A+2x)g-Bt=0 .
\label{quad}
\end{equation}
Its positive root, with numerator and denominator multiplied by the conjugate sum, is
\begin{equation}
g(x)=\frac{2Bt}{A+2x+\sqrt{(A+2x)^2+4Bt}} .
\label{growth}
\end{equation}
The denominator rises strictly with $x$, so the same step adds strictly less oxide to a thicker film. This holds for every finite $A\ge0$.

Two limits confirm the form. For a short step the root tends to $A+2x$, and $g\to Bt/(A+2x)$, which is rate times time. For $A=x=0$ the rate is infinite at the first instant, but the growth is finite, $g=\sqrt{Bt}$, as in the parabolic law.

\section{Both conditions share \texorpdfstring{$A$}{A}}

If $A_1=A_2=A$, equation (\ref{step}) says that each step adds its own $B_it_i$ to the same quantity, $x^2+Ax$. Either order ends at a thickness $X$ with
\begin{equation}
X^2+AX=x_0^2+Ax_0+B_1t_1+B_2t_2 .
\label{same}
\end{equation}
The left side increases with $X$ for $X\ge0$, so there is one such thickness. The order does not matter, for any durations and any start. The same addition works for any number of steps that share $A$.

Such a pair can be made by changing the pressure alone. If $C^*$ is proportional to the oxidant pressure (Henry's law) and $D$, $k$ and $h$ do not depend on it, then (\ref{rate}) gives $B$ proportional to pressure and leaves $A$ fixed. A change of temperature generally alters $D$ and $k$ by different factors, and $A$ changes with them.

For numbers, take $A=180$ nm and $B=5.3\times10^5$ nm$^2$/h at 760 Torr, hence $B=2.65\times10^5$ nm$^2$/h at 380 Torr. These are rough values for steam oxidation of (100) silicon at 1373 K. Starting from 20 nm, let the full pressure act for 0.5 h and the half pressure for 1.5 h. The right side of (\ref{same}) is
\begin{equation}
400+3600+265000+397500=666500\ \mathrm{nm^2},
\end{equation}
and therefore
\begin{equation}
X=\frac{-180+\sqrt{180^2+4\times666500}}{2}\ \mathrm{nm}=731\ \mathrm{nm}.
\end{equation}
Integrating the rate law numerically through the two steps gives 731.34 nm in both orders. The films differ on the way: 436 nm after the full-pressure step alone and 550 nm after the half-pressure step alone.

\section{The conditions have different \texorpdfstring{$A$}{A}}

Let $y$ be the thickness after condition 1 alone and $w$ that after condition 2 alone, both from $x_0$. Let $X_{12}$ be the final thickness with condition 1 first, and $X_{21}$ that with condition 2 first. The aim is to write both final states in terms of the same quantity, $X^2+A_2X$, so that they can be subtracted.

With condition 1 first, the two steps obey
\begin{align}
y^2+A_1y&=x_0^2+A_1x_0+B_1t_1,\\
X_{12}^2+A_2X_{12}&=y^2+A_2y+B_2t_2 .
\end{align}
Adding $(A_2-A_1)y$ to both sides of the first line turns its left side into $y^2+A_2y$. On the right, $A_1x_0=A_2x_0-(A_2-A_1)x_0$. Inserting the result in the second line gives
\begin{equation}
X_{12}^2+A_2X_{12}=S+(A_2-A_1)(y-x_0),
\label{first}
\end{equation}
where $S=x_0^2+A_2x_0+B_1t_1+B_2t_2$.

With condition 2 first,
\begin{align}
w^2+A_2w&=x_0^2+A_2x_0+B_2t_2,\\
X_{21}^2+A_1X_{21}&=w^2+A_1w+B_1t_1 .
\end{align}
Now add $(A_2-A_1)X_{21}$ to both sides of the second line and write $A_1w=A_2w-(A_2-A_1)w$. With the first line this becomes
\begin{equation}
X_{21}^2+A_2X_{21}=S+(A_2-A_1)(X_{21}-w).
\label{second}
\end{equation}
Subtracting (\ref{second}) from (\ref{first}) removes $S$. The left side factorizes, and
\begin{equation}
(X_{12}-X_{21})(X_{12}+X_{21}+A_2)
=(A_2-A_1)\bigl[(y-x_0)-(X_{21}-w)\bigr].
\label{identity}
\end{equation}
No approximation has been made.

The bracket compares two growths under condition 1 for the same time $t_1$: from $x_0$, and from $w$. Since $w>x_0$, the second is smaller by (\ref{growth}), and the bracket is positive. The second factor on the left is positive too. Hence $X_{12}-X_{21}$ has the sign of $A_2-A_1$.

Together with (\ref{same}) this proves the full statement: the final thickness is independent of the order for all durations and starting thicknesses if and only if $A_1=A_2$. The converse is stronger than it needs to be. With unequal $A$, no choice of start and positive durations makes the two orders agree, and the condition with the smaller $A$ gives the thicker oxide when it goes first. The values of $B$ affect the size of the difference but not its sign.

The reason can be read from the relative slowing of the rate $v=B/(A+2x)$,
\begin{equation}
-\frac1v\frac{dv}{dx}=\frac{2}{A+2x}.
\end{equation}
$B$ has cancelled. At a given thickness, the condition with the smaller $A$ is slowed by a larger fraction for each added nanometre, so it has more to gain from an early place.

The opening case must follow from (\ref{identity}). Let condition 1 be parabolic, with $A_1=0$ and $B_1t_1=M$. Let condition 2 become linear, with $A_2\to\infty$ at fixed $B_2t_2/A_2=L$, and set $x_0=0$. Dividing (\ref{identity}) by $A_2$ leaves
\begin{equation}
X_{12}-X_{21}=\sqrt M-\bigl(\sqrt{L^2+M}-L\bigr),
\end{equation}
which is the difference between $\sqrt M+L$ and $\sqrt{L^2+M}$ found at the start.

\section{A hot step and a cold step}

Let condition 1 be the hot step above, 0.5 h at 1373 K with $A_1=180$ nm and $B_1=5.3\times10^5$ nm$^2$/h. Let condition 2 be a cold step, 2 h in steam at 1173 K, with rough values $A_2=1100$ nm and $B_2=1.7\times10^5$ nm$^2$/h. Then $B_1t_1=265000$ nm$^2$ and $B_2t_2=340000$ nm$^2$. The start is again 20 nm.

Hot first, with lengths in nm:
\begin{align}
y^2+180y&=400+3600+265000=269000, & y&=436.4,\\
X_{12}^2+1100X_{12}&=y^2+1100y+340000, & X_{12}&=595.9 .
\end{align}
Cold first:
\begin{align}
w^2+1100w&=400+22000+340000=362400, & w&=265.4,\\
X_{21}^2+180X_{21}&=w^2+180w+265000, & X_{21}&=535.6 .
\end{align}
The hot-first film is thicker by 60 nm (0.060 $\mu$m), or 11\% of the cold-first film. The sign is as required, since the hot step has the smaller $A$.

The two sides of (\ref{identity}) can be compared using growths. The hot step adds 416.40 nm to the starting oxide but 270.14 nm after the cold step. Thus
\begin{align}
60.30\times(595.86+535.56+1100)&\simeq1.346\times10^5\ \mathrm{nm^2},\\
920\times(416.40-270.14)&\simeq1.346\times10^5\ \mathrm{nm^2}.
\end{align}
In plainer terms, the hot step loses 146 nm of growth by going second. The cold step adds 245 nm when first and 159 nm when second, a loss of 86 nm. The order difference is the difference of these losses, $146-86=60$ nm.

\section{Short steps and the linear limit}

If both growths are small compared with $A_i+2x_0$, which must be positive, (\ref{identity}) gives a simple estimate. To leading order $w-x_0=B_2t_2/(A_2+2x_0)$, and the growth under condition 1 from thickness $x$ is $B_1t_1/(A_1+2x)$. Its slope in $x$ is $-2B_1t_1/(A_1+2x)^2$, so the bracket is
\begin{equation}
\frac{2B_1t_1}{(A_1+2x_0)^2}\,\frac{B_2t_2}{A_2+2x_0}.
\end{equation}
Dividing by $X_{12}+X_{21}+A_2\simeq A_2+2x_0$,
\begin{equation}
X_{12}-X_{21}\simeq
\frac{2B_1B_2(A_2-A_1)\,t_1t_2}{(A_1+2x_0)^2(A_2+2x_0)^2}.
\label{short}
\end{equation}
The difference is of second order in time: each step alters the other only through the oxide it has added.

For one minute of each condition on a 200 nm film, (\ref{short}) gives 0.061 nm, whereas the full law gives 0.055 nm. The estimate is about 11\% above the full result, and the direction of the error is general. Differentiating (\ref{quad}) with respect to $x$ gives $g'=-2g/(A+2x+2g)$. Because $g<Bt/(A+2x)$, the true slope is smaller in magnitude than the one used. The true $w-x_0$ is also smaller, and the true divisor is larger. For unequal $A$, (\ref{short}) therefore overestimates the size of the difference.

The same expansion covers long steps in the linear regime. Multiply all $A_i>0$ and $B_i$ by a common factor $s$ at fixed times. The linear growths $L_i=B_it_i/A_i$ stay fixed while $sA_i$ becomes much larger than the film, and (\ref{short}) tends to
\begin{equation}
X_{12}-X_{21}\to\frac{2L_1L_2}{s}\left(\frac1{A_1}-\frac1{A_2}\right).
\end{equation}
This vanishes as $s\to\infty$, so two linear laws commute, as they did in the first section. The purely linear law has no finite $A$; it belongs to the theorem as this limit.

\section{Thick films}

Two parabolic laws also commute, which might suggest that the order effect dies out in thick films. Set $M_i=B_it_i$ and let both grow at a fixed ratio until they far exceed $A_1^2$, $A_2^2$ and $x_0^2$. Then $y\simeq\sqrt{M_1}$, $w\simeq\sqrt{M_2}$, and both final thicknesses approach $R=\sqrt{M_1+M_2}$. Putting these into (\ref{identity}),
\begin{equation}
X_{12}-X_{21}\to(A_2-A_1)\,
\frac{\sqrt{M_1}+\sqrt{M_2}-R}{2R}.
\label{thick}
\end{equation}
The ratio stays fixed as the film thickens. The relative difference disappears as $1/R$, but the difference in nanometres does not. Two parabolic laws have $A_1=A_2=0$, and for them (\ref{thick}) is zero as it should be.

To find the most unfavourable division between the steps, write $\sqrt{M_1}=R\cos\theta$ and $\sqrt{M_2}=R\sin\theta$. The sum $\cos\theta+\sin\theta$ is largest at $\theta=\pi/4$, that is for $M_1=M_2$, where it equals $\sqrt2$. The largest limiting difference is then $(\sqrt2-1)(A_2-A_1)/2$. For the hot and cold constants above it is 191 nm. The 60 nm of the example lies well below this because those films are not thick compared with the cold step's $A$ of 1100 nm. The approach is slow: both times multiplied by 10 give 135 nm on a film of about 2.2 $\mu$m, and multiplied by 100 give 171 nm on about 7.5 $\mu$m, so the limit lies beyond ordinary thermal oxides.

\section{What a real oxidation changes}

The constants used here are rough typical values for lightly doped (100) silicon in steam near atmospheric pressure. Between the two temperatures they imply activation energies of 0.79 eV for $B$ and 2.05 eV for $B/A$, which is the usual range for steam. Fitted constants differ from one set to another, and the order difference moves with them: $A=183$ and 973 nm with $B=5.76\times10^5$ and $1.6\times10^5$ nm$^2$/h give 56 nm instead of 60 nm. One assumption that can fail in a furnace is that nothing grows between the steps. If steam stays on during a 20 min ramp (10 K/min), with constants interpolated by Arrhenius laws, the final films become 667 nm hot-first and 602 nm cold-first. Each gains 66 to 71 nm, more than the order effect itself, while their difference moves only from 60 to 65 nm. If absolute thickness matters, the ramp must therefore be inert or be included in the calculation.

Three changes of the inputs, tried one at a time, each shift the difference by less than 5 nm. With all else fixed, a hot step 5 K too hot gives 61 nm, and a start 10 nm thicker gives 58 nm. A surface reaction that raises $B/A$ by a factor of 1.7 in both steps, roughly the effect of another crystal face, gives 56 nm.

Oxide that remembers its growth temperature is a more basic departure, because (\ref{rate}) then no longer has constants belonging to the condition alone. If a hot first step let the oxidant diffuse 10\% faster through the whole film during the later cold step, newly added oxide included, the hot-first film would gain 7 nm. If cold-grown oxide expanded by 1\% when reheated, that layer would thicken by 2.5 nm; the final film would gain less, because the hot step adds less to a thicker film. Both percentages are assumed sizes. The neglected oxidant dissolved in the 596 nm film is worth at most 0.4 nm of oxide, for a rough ratio $C^*/N$ of $7\times10^{-4}$.

The pressure pair has its own weak point. Suppose the linear rate constant $B/A$ varied as pressure to the power 0.8, a rough value for dry oxygen, while $B$ stayed proportional to pressure and (\ref{rate}) kept its form. Then $A$ would vary as pressure to the power 0.2 and would be smaller at 380 Torr. In the example of the shared $A$, the full-pressure-first film would come out 3.4 nm thinner, with the sign that (\ref{identity}) demands. A reaction of order 0.8 in $C_i$ itself does not lead to (\ref{rate}), so the identity does not cover it; with the same linear rates it gives a difference of 3.6 nm of the same sign, and both films about 30 nm thicker than 731 nm. Changing only the pressure thus removes the order effect under stated conditions: the growth follows (\ref{rate}), Henry's law holds, $D$, $k$ and $h$ are independent of pressure, and the oxide keeps no memory of its growth. The remaining digits of these comparisons are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Inputs (rough, steam on (100) silicon)
T hot: 1373 K
T cold: 1173 K
A hot: 180 nm
A cold: 1100 nm
B hot: 5.3e+05 nm^2/h
B cold: 1.7e+05 nm^2/h
time hot: 0.5 h
time cold: 2.0 h
starting thickness: 20 nm
Two orders
after hot step alone: 436.40 nm
final, hot then cold: 595.86 nm
after cold step alone: 265.41 nm
final, cold then hot: 535.56 nm
order difference, hot first minus cold first: 60.30 nm
difference relative to cold-first film: 11.3 %
hot growth from the starting oxide: 416.40 nm
hot growth after the cold step: 270.14 nm
identity, left side: 134561 nm^2
identity, right side: 134561 nm^2
Limits
1 min + 1 min from 200 nm, exact difference: 0.0548 nm
same, short-step formula: 0.0608 nm
largest long-step limit of difference: 190.5 nm
Shared A: 1373 K, two pressures
full pressure: 760 Torr
half pressure: 380 Torr
B at half pressure: 2.65e+05 nm^2/h
time at full pressure: 0.5 h
time at half pressure: 1.5 h
after full-pressure step alone: 436.40 nm
after half-pressure step alone: 550.00 nm
final, full then half: 731.34 nm
final, half then full: 731.34 nm
Neglected effects (assumed sizes are rough)
activation energy of B, from inputs: 0.79 eV
activation energy of B/A, from inputs: 2.05 eV
ramp time at 10 K/min: 20 min
steam on in ramp: final, hot first: 667.0 nm
steam on in ramp: final, cold first: 601.8 nm
steam on in ramp: order difference: 65.2 nm
hot step 5 K too hot: order difference: 61.3 nm
B/A 1.7 times larger: order difference: 56.0 nm
10% faster D in second cold step: added oxide: 6.8 nm
1% density relaxation of cold-grown oxide: 2.5 nm
oxidant solubility / N: 6.8e-04
stored oxidant as oxide thickness, at most: 0.41 nm
start 10 nm thicker: order difference: 58.2 nm
surface rate as p^0.8: full-first minus half-first: -3.39 nm
\end{verbatim}
